# Spin-1/2 rotations: the exponential formula and the two-to-one map: test program

```python
"""
Result under test, for a real unit vector n and a real angle theta:
    U = exp(-i theta n.sigma/2) = cos(theta/2) I - i n.sigma sin(theta/2)
    R_ab = Tr(sigma_a U sigma_b U^dagger)/2
R is the right-handed rotation about n by theta, and exactly two matrices
of SU(2), U and -U, belong to each R.
sigma = the three Pauli matrices, I = the 2x2 unit matrix.
Exponentials are summed from their power series; angles are in radians
inside the program and in degrees in the printed output.
"""
import numpy as np

sigma = np.array([[[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
I2 = np.eye(2)
I3 = np.eye(3)
levi = np.zeros((3, 3, 3))
for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[a, b, c] = 1.0
    levi[b, a, c] = -1.0

TOL = 1e-11  # rounding in series whose largest terms are of order 100


def dot_sigma(v):
    return np.einsum("a,aij->ij", v, sigma)


def series_exp(matrix, highest_power=90):
    """Power series of the matrix exponential."""
    term = np.eye(len(matrix), dtype=complex)
    total = term.copy()
    for k in range(1, highest_power + 1):
        term = term @ matrix / k
        total = total + term
    return total


def spin_series(n, theta, highest_power=90):
    return series_exp(-0.5j * theta * dot_sigma(n), highest_power)


def spin_closed(n, theta):
    return np.cos(theta / 2) * I2 - 1j * np.sin(theta / 2) * dot_sigma(n)


def rotation_from_trace(U):
    R = np.array([[np.trace(sigma[a] @ U @ sigma[b] @ U.conj().T) / 2
                   for b in range(3)] for a in range(3)])
    assert np.max(np.abs(R.imag)) < TOL
    return R.real


def rotation_from_generator(n, theta):
    """Exponential of the real generator K, where K v = n x v."""
    K = np.column_stack([np.cross(n, e) for e in I3])
    return series_exp(theta * K).real


def rotation_closed(n, theta):
    return (np.cos(theta) * I3 + (1 - np.cos(theta)) * np.outer(n, n)
            - np.sin(theta) * np.einsum("abc,c->ab", levi, n))


def spin_direction(psi):
    return np.array([np.vdot(psi, s @ psi).real for s in sigma])


def superposition_weight(psi, U):
    return np.linalg.norm(psi + U @ psi) ** 2 / 4


def spin_matrices_for(R):
    """Solve U sigma_b = (sum_a R_ab sigma_a) U as linear equations for U."""
    rows = [np.kron(I2, sigma[b].T) - np.kron(dot_sigma(R[:, b]), I2)
            for b in range(3)]
    _, singular, vh = np.linalg.svd(np.vstack(rows))
    U = vh[-1].conj().reshape(2, 2)
    return U / np.sqrt(np.linalg.det(U)), singular


def gap(A, B):
    return np.max(np.abs(A - B))


# Product rule of the Pauli matrices
for a in range(3):
    for b in range(3):
        expected = (a == b) * I2 + 1j * dot_sigma(levi[a, b])
        assert gap(sigma[a] @ sigma[b], expected) < TOL

# General axes, angles and states
rng = np.random.default_rng(7)
worst_U = worst_R = 0.0
cases = 40
for _ in range(cases):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    theta = rng.uniform(-2 * np.pi, 2 * np.pi)
    psi = rng.normal(size=2) + 1j * rng.normal(size=2)
    psi /= np.linalg.norm(psi)
    N = dot_sigma(n)
    assert gap(N @ N, I2) < TOL
    for b in range(3):
        commutator = N @ sigma[b] - sigma[b] @ N
        assert gap(commutator, -2j * dot_sigma(levi[:, b, :] @ n)) < TOL
        assert gap(N @ sigma[b] @ N, 2 * n[b] * N - sigma[b]) < TOL

    U = spin_series(n, theta)
    worst_U = max(worst_U, gap(U, spin_closed(n, theta)))
    assert gap(U @ U.conj().T, I2) < TOL
    assert abs(np.linalg.det(U) - 1) < TOL

    R = rotation_from_trace(U)
    R_space = rotation_from_generator(n, theta)
    worst_R = max(worst_R, gap(R, R_space))
    assert gap(R_space, rotation_closed(n, theta)) < TOL
    assert gap(R.T @ R, I3) < TOL and abs(np.linalg.det(R) - 1) < TOL
    for b in range(3):
        assert gap(U @ sigma[b] @ U.conj().T, dot_sigma(R[:, b])) < TOL

    # One more full turn, summed afresh from the series
    turn = -2 * np.pi if theta > 0 else 2 * np.pi
    U_turned = spin_series(n, theta + turn)
    assert gap(U_turned, -U) < TOL
    assert gap(rotation_from_trace(U_turned), R) < TOL

    # Only U and -U belong to the spatial rotation
    found, singular = spin_matrices_for(R_space)
    assert singular[-1] < 1e-10 and singular[-2] > 1
    assert min(gap(found, U), gap(found, -U)) < 1e-10

    # Spin direction turns with R; the superposition sees the sign
    assert gap(spin_direction(U @ psi), R_space @ spin_direction(psi)) < TOL
    weight = superposition_weight(psi, U)
    assert abs(weight - (1 + np.cos(theta / 2)) / 2) < TOL
assert worst_U < TOL and worst_R < TOL

# The closed form needs a unit vector
long_vector = np.array([1.0, 1.0, 0.0])
misuse = gap(spin_series(long_vector, np.pi / 2),
             spin_closed(long_vector, np.pi / 2))
assert misuse > 0.1

# Worked example
n = np.array([1.0, 2.0, 2.0]) / 3
theta = np.pi / 2
up = np.array([1.0, 0.0], dtype=complex)
U = spin_series(n, theta)
U_450 = spin_series(n, theta + 2 * np.pi)
R = rotation_from_trace(U)
R_450 = rotation_from_trace(U_450)
assert gap(U_450, -U) < TOL and gap(R_450, R) < TOL
_, singular = spin_matrices_for(rotation_from_generator(n, theta))


def show(label, values, digits=6):
    rounded = np.round(np.atleast_1d(values), digits) + 0.0
    print(label, " ".join(f"{x:.{digits}f}" for x in rounded))


def show_complex(label, matrix):
    for i in range(2):
        entries = [f"{round(z.real, 6) + 0.0:.6f}{round(z.imag, 6) + 0.0:+.6f}i"
                   for z in matrix[i]]
        print(f"{label} row {i + 1}:", "  ".join(entries))


print("All quantities are dimensionless except angles (degrees)")
show("axis n:", n)
show("angle theta (degrees):", np.degrees(theta), 1)
show("cos(theta/2):", np.cos(theta / 2))
show("sin(theta/2):", np.sin(theta / 2))
for power in (1, 2, 4, 8):
    error = gap(spin_series(n, theta, power), spin_closed(n, theta))
    print(f"series to power {power}, largest entry error: {error:.1e}")
show_complex("U at 90 degrees,", U)
show_complex("U at 450 degrees,", U_450)
for i in range(3):
    show(f"R at 90 degrees, row {i + 1}:", R[i])
for i in range(3):
    show(f"9R at 90 degrees, row {i + 1}:", 9 * R[i], 3)
for i in range(3):
    show(f"R at 450 degrees, row {i + 1}:", R_450[i])
show("det R:", np.linalg.det(R))
show("trace R:", np.trace(R))
show("spin direction of spin-up state:", spin_direction(up))
show("spin direction after U at 90 degrees:", spin_direction(U @ up))
show("spin direction after U at 450 degrees:", spin_direction(U_450 @ up))
for degrees in (0, 90, 360, 450, 720):
    weight = superposition_weight(up, spin_series(n, np.radians(degrees)))
    show(f"superposition weight at {degrees} degrees:", weight)
show("singular values of linear equations for U:", singular)
show("closed form misused with (1,1,0), 90 degrees, entry error:", misuse)
print("number of random axis-angle cases:", cases)
print(f"largest error of closed form for U: {worst_U:.0e}")
print(f"largest difference, trace R and spatial rotation: {worst_R:.0e}")
print("all tests passed")
```

It prints:

```
All quantities are dimensionless except angles (degrees)
axis n: 0.333333 0.666667 0.666667
angle theta (degrees): 90.0
cos(theta/2): 0.707107
sin(theta/2): 0.707107
series to power 1, largest entry error: 3.0e-01
series to power 2, largest entry error: 5.8e-02
series to power 4, largest entry error: 1.8e-03
series to power 8, largest entry error: 2.3e-07
U at 90 degrees, row 1: 0.707107-0.471405i  -0.471405-0.235702i
U at 90 degrees, row 2: 0.471405-0.235702i  0.707107+0.471405i
U at 450 degrees, row 1: -0.707107+0.471405i  0.471405+0.235702i
U at 450 degrees, row 2: -0.471405+0.235702i  -0.707107-0.471405i
R at 90 degrees, row 1: 0.111111 -0.444444 0.888889
R at 90 degrees, row 2: 0.888889 0.444444 0.111111
R at 90 degrees, row 3: -0.444444 0.777778 0.444444
9R at 90 degrees, row 1: 1.000 -4.000 8.000
9R at 90 degrees, row 2: 8.000 4.000 1.000
9R at 90 degrees, row 3: -4.000 7.000 4.000
R at 450 degrees, row 1: 0.111111 -0.444444 0.888889
R at 450 degrees, row 2: 0.888889 0.444444 0.111111
R at 450 degrees, row 3: -0.444444 0.777778 0.444444
det R: 1.000000
trace R: 1.000000
spin direction of spin-up state: 0.000000 0.000000 1.000000
spin direction after U at 90 degrees: 0.888889 0.111111 0.444444
spin direction after U at 450 degrees: 0.888889 0.111111 0.444444
superposition weight at 0 degrees: 1.000000
superposition weight at 90 degrees: 0.853553
superposition weight at 360 degrees: 0.000000
superposition weight at 450 degrees: 0.146447
superposition weight at 720 degrees: 1.000000
singular values of linear equations for U: 2.828427 2.828427 2.828427 0.000000
closed form misused with (1,1,0), 90 degrees, entry error: 0.263091
number of random axis-angle cases: 40
largest error of closed form for U: 7e-16
largest difference, trace R and spatial rotation: 1e-14
all tests passed
```
